Coherent strain energy of NiSi2 on silicon against a reaction driving force

**Problem**

Nickel disilicide can form from the monosilicide by the reaction

NiSi + Si → NiSi2.

Suppose that, without strain, this reaction releases 1 kJ of free energy per mole of NiSi2 formula units. The product is a continuous film, much thinner than its silicon wafer, and its lattice is joined to the silicon without misfit dislocations. At room temperature its stress-free lattice parameter is 0.46 percent smaller than that of silicon.

(a) How much elastic energy does the film store per mole, on a (001) and on a (111) wafer?

(b) Can this energy cancel the driving force?

(c) How do heating, dislocations, interfaces and the shape of the silicide change the answer?

Take rough typical elastic constants for NiSi2: C11 = 210 GPa, C12 = 120 GPa and C44 = 65 GPa.

**Solution**

**Strain and molar volume**

Define the mismatch relative to silicon:

f = (a_Si − a_film)/a_Si = 0.0046.

With a_Si = 0.5431 nm, the stress-free film has

a_film = a_Si(1 − f) = 0.5406 nm.

Coherence stretches the film in its plane until its lattice fits the silicon. Strain is measured from the film's own stress-free state, so

ε = a_Si/a_film − 1 = 1/(1 − f) − 1 = f/(1 − f) = 0.00462.

The positive sign means tension. NiSi2 has the fluorite structure, with four formula units in its cubic cell. Its stress-free molar volume is therefore

V_m = N_A a_film³/4 = 23.79 cm³/mol.

**Elastic energy on a (001) wafer**

For a cubic crystal in linear elasticity, the energy per stress-free volume, referred to the cube axes, is

w = ½C11(e1² + e2² + e3²) + C12(e1e2 + e2e3 + e3e1) + ½C44(γ1² + γ2² + γ3²).

Here e1, e2 and e3 are normal strains, and the γ are engineering shears, each twice the corresponding tensor component. At constant temperature w is an elastic free energy, so it can be set against the free energy of reaction.

The wafer fixes e1 = e2 = ε and permits no in-plane shear. The top surface is free, so the other components take the values that minimize w. The out-of-plane shears enter only through positive squares and vanish. What remains is

w = (C11 + C12)ε² + ½C11e3² + 2C12εe3.

Setting the derivative with respect to e3 to zero gives

C11e3 + 2C12ε = 0,

e3 = −2(C12/C11)ε = −0.528 percent.

The film becomes thinner as it is stretched. Inserting e3, the last two terms of w become

½C11 · 4(C12²/C11²)ε² − 4(C12²/C11)ε² = −2(C12²/C11)ε².

Hence

w = M001 ε²,

M001 = C11 + C12 − 2C12²/C11 = 192.9 GPa.

There is no factor ½ in w because two in-plane directions do work. If σ is the in-plane stress, dw = 2σ dε, so σ = Mε. This gives 0.89 GPa here.

**Elastic energy on a (111) wafer**

The normal is now n = (1, 1, 1)/√3. Out-of-plane shears form a vector in the film plane. A term in w linear in that vector would need a preferred in-plane direction, which the threefold axis forbids. These shears therefore vanish at the minimum, and the strain has the form

e_ij = εδ_ij + d n_i n_j,

with one unknown, d. Every product n_i n_j equals 1/3. Along the cube axes, each normal strain is p = ε + d/3 and each engineering shear is 2d/3. With K3 = C11 + 2C12,

w = (3/2)K3p² + (3/2)C44(2d/3)² = (3/2)K3p² + (2/3)C44d².

Since dp/dd = 1/3, the minimum obeys

K3(ε + d/3) + (4/3)C44d = 0,

d = −3K3ε/(K3 + 4C44),

p = 4C44ε/(K3 + 4C44).

Substitution gives

w = ε²(24K3C44² + 6C44K3²)/(K3 + 4C44)².

The numerator is 6C44K3(4C44 + K3), so one factor cancels:

w = M111 ε²,

M111 = 6C44K3/(K3 + 4C44).

With K3 = 450 GPa,

M111 = 6 × 65 × 450/(450 + 260) GPa = 247.2 GPa.

The normal strain is ε + d = −2(K3 − 2C44)ε/(K3 + 4C44) = −0.417 percent.

The isotropic limit checks the algebra. If C44 = (C11 − C12)/2, then K3 + 4C44 = 3C11, and

M111 = (C11 − C12)(C11 + 2C12)/C11 = C11 + C12 − 2C12²/C11 = M001.

The constants used here have C44 larger than (C11 − C12)/2 = 45 GPa, which makes the (111) film stiffer. As a separate test, the full elastic energy was minimized numerically over all three free strain components. For both wafers it agreed with Mε² to within one part in a million.

**Answers to (a) and (b)**

The energy per mole of formula units is

W = V_m M ε².

For the (001) wafer,

W = (23.79 × 10⁻⁶ m³/mol)(192.9 × 10⁹ J/m³)(0.004621)² = 98 J/mol,

or 1.0 meV per formula unit. For the (111) wafer the same product gives 126 J/mol, or 1.3 meV per formula unit.

The net driving force is

ΔG_net = ΔG − W,

where ΔG is the free energy released without strain. It is about 0.90 kJ/mol on (001) and 0.87 kJ/mol on (111). Strain uses up roughly a tenth of the driving force and does not cancel it.

The strain needed for cancellation follows from W = ΔG:

ε* = [ΔG/(V_m M)]^½.

This is 1.5 percent for (001) and 1.3 percent for (111), about three times the actual strain. Because W grows as ε², a factor of three in strain is a factor of about ten in energy.

The mole must be specified. If the 1 kJ were per mole of atoms, it would be 3 kJ per mole of NiSi2, and the share taken by strain would fall to about 3 to 4 percent.

**(c) Other shapes: an upper bound**

A silicide grain may be partly embedded in silicon instead of forming a flat film. Consider a trial state in which the silicon is undeformed and the silicide is stretched by ε in all three directions. It then fits the silicon lattice across an interface of any shape. Setting e1 = e2 = e3 = ε gives

w = (3/2)K3ε²,

W_clamped = 343 J/mol.

The true equilibrium state minimizes the total elastic energy of silicide and silicon among all coherent states, and the trial state is one of these. Its energy is therefore an upper bound for any coherent shape, within linear elasticity and with these constants. Even this bound is about a third of the driving force. The bound counts only the lattice misfit against silicon. The reaction itself also shrinks the material: about 14.6 cm³/mol of NiSi and 12.1 cm³/mol of Si give 23.8 cm³/mol of NiSi2, a loss of about 11 percent. A flat film takes this up at its free surface. An enclosed grain must shed it by diffusion or plastic flow; left unrelieved, it would cost several kJ/mol, far above the bound.

For the clamped state, the error of linear elasticity is easy to estimate. Let the bulk modulus be B = B0 + B′P, with B0 = K3/3, and let v = ln(V/V0). Since dP/dv = −B, to second order

P = −B0v + ½B0B′v².

The work per initial volume is −∫P eᵛ dv, which to third order is

B0[v²/2 + (1 − B′/2)v³/3].

Now v = 3 ln(1 + ε) ≈ 3ε − (3/2)ε², so v²/2 ≈ (9/2)ε²(1 − ε) and v³/3 ≈ 9ε³. The work becomes

(9/2)B0ε²[1 + (1 − B′)ε].

For a rough B′ = 4, the correction is −1.4 percent of the clamped energy. This is far smaller than the uncertainty of rough elastic constants. The flat films have different third-order terms, so their correction need not be the same; at this small strain, a few percent is a reasonable expectation.

**(c) Heating**

Let ΔT be the temperature rise above 300 K. If both crystals expand freely, the strain needed for coherence becomes

ε(T) = (1 + ε)(1 + α_SiΔT)/(1 + α_filmΔT) − 1 ≈ ε − (α_film − α_Si)ΔT.

Take rough mean expansion coefficients of 4 × 10⁻⁶ K⁻¹ for silicon and 12 × 10⁻⁶ K⁻¹ for NiSi2. The silicide expands more, so its smaller lattice catches up with that of silicon. The mismatch vanishes near 880 K. At 1000 K the strain is −0.096 percent, a slight compression.

With the elastic constants and molar volume held at their room-temperature values, the energy at 1000 K is about 4 J/mol on (001) and 5 J/mol on (111). In this model, strain is almost irrelevant to the reaction at that temperature. These small energies are what remains after a near cancellation, so they depend strongly on the rough expansion coefficients. With 16 × 10⁻⁶ K⁻¹ for the silicide, the mismatch would vanish near 690 K, and the energies at 1000 K would be about 64 J/mol on (001) and 82 J/mol on (111). In either case, a thermal change comparable with the mismatch itself cannot be ignored. If the film stays coherent while cooling to 300 K, the room-temperature energy returns.

**(c) Misfit dislocations**

The coherent energy per area, Mε²h, grows with film thickness h. Dislocations eventually become worthwhile. On (001), consider two crossed arrays of 60° dislocations, each with ρ lines per unit length. The Burgers vector has length b = a_Si/√2 = 0.384 nm, and its in-plane component perpendicular to the line is b/2. Each array therefore relieves a strain ρb/2 in one direction. The energy per area is

E = M001(ε − ρb/2)²h + 2ρE_d,

where E_d is the energy per length of line. For a rough value, use a screw dislocation, whose shear at distance r is b/(2πr):

E_d = ∫ ½C44[b/(2πr)]² 2πr dr = (C44b²/4π) ln(R/r0).

With outer radius R = h and core radius r0 = b/e, where e is the base of natural logarithms, the logarithm is ln(h/b) + 1. The real line has mixed character, so this is an order-of-magnitude estimate.

The first dislocations lower the energy when dE/dρ is negative at ρ = 0. Since

dE/dρ = −M001bh(ε − ρb/2) + 2E_d,

coherence ceases to be the lowest state at

M001εbh/2 = E_d.

The solution is h ≈ 23 nm at room temperature. An isotropic line energy for 60° dislocations multiplies E_d by (1 − ν/4)/(1 − ν); with shear modulus C44, ν = C12/(C11 + C12) = 0.36 and the same radii, the limit rises to about 35 nm, and the full cubic anisotropy gives about 28 nm. A 10 nm film lies below these values. The limit depends on the type of dislocation: pure edge lines with b = (a/2)⟨110⟩ would lower it to about 14 nm, and lines with b = (a/4)⟨111⟩ to about 11 nm, close to that film thickness. For a 100 nm film, the screw estimate with R = h puts the lowest energy at about 71 percent relaxed misfit, where strain plus dislocations cost 49 J/mol, half the coherent value. These figures are rough, since the lines are then only about 59 nm apart, closer than the assumed outer radius. Using the 60° line energy, or limiting R to half the line spacing, gives values from about 60 to 80 percent and from 40 to 65 J/mol. A film may remain coherent above the limit if dislocations cannot form or move easily.

**(c) Interfaces and the wafer**

Let Δγ be the total interface energy per area after the silicide layer has formed, minus that before. A film of thickness h contains h/V_m moles per unit area, so the cost per mole is

W_int = V_mΔγ/h.

For a rough Δγ = 0.5 J/m² and h = 10 nm, this is about 1.2 kJ/mol. It exceeds both the strain energy and the driving force. Without strain, the layer breaks even at 11.9 nm. With the (001) strain energy included, the break-even thickness is

11.9 nm × 1000/902 ≈ 13.2 nm.

Strain thus shifts a limit set mainly by interfaces. Once the layer is continuous, thickening it adds no interface area, whereas each added coherent mole still costs W.

The wafer also yields slightly. Let its surface contract by u = e + κh_s/2, where e is the mean contraction, κ the curvature and h_s the wafer thickness. For equal moduli and h ≪ h_s, the change in energy per area is

ΔE = −2Mεhu + M(e²h_s + κ²h_s³/12).

Minimization gives e = εh/h_s and κ = 6εh/h_s², so u = 4εh/h_s. At the minimum of a linear plus a quadratic term, the change is half the linear term:

ΔE = −Mεhu = −(4h/h_s)Mε²h.

For a 10 nm film on a 0.7 mm wafer, the relative reduction is 0.006 percent.

**Table of cases**

The share is relative to 1 kJ per mole of NiSi2, held fixed in all rows.

| Case | Energy (J/mol) | Share (%) |
|---|---:|---:|
| (001), coherent, 300 K | 98 | 9.8 |
| (111), coherent, 300 K | 126 | 12.6 |
| (001), coherent, 1000 K | 4 | 0.4 |
| (111), coherent, 1000 K | 5 | 0.5 |
| (001), 100 nm, partly relaxed, 300 K | 49 | 4.9 |
| Clamped in three directions, 300 K | 343 | 34 |

**Real nickel silicide films**

On silicon, NiSi2 can form from NiSi at roughly 1000 K, and difficult nucleation can delay its appearance. The film thickness used here, 10 nm, is in the range of thin contact layers. For formation at 1000 K the room-temperature mismatch does not apply: with the rough expansion coefficients above, correcting it lowers the (001) energy from 98 to about 4 J/mol. Real silicide may also form faceted grains, for which the flat-film energy is not the right value, although the clamped bound still limits the misfit energy against silicon while the grains are coherent and the volume change of the reaction is relieved.

The real driving force varies with temperature and need not be 1 kJ/mol. Strain stored in the parent NiSi has been left out; its release would add to the driving force. A common 20 percent change in all three elastic constants would change W by 20 percent and leave the conclusion intact. The interface estimate is consistent with difficult nucleation, but it is not a calculation of the barrier, which would require the shape of the nucleus and the energy of each of its interfaces. The numerical output lists the inputs and the main intermediate values.

Calculated quantities

```
Si lattice parameter: 0.5431 nm
Mismatch at room temperature (input): 0.46 percent
NiSi2 lattice parameter: 0.5406 nm
In-plane film strain: 0.4621 percent
Molar volume of NiSi2: 23.79 cm3/mol
C11 (rough input): 210 GPa
C12 (rough input): 120 GPa
C44 (rough input): 65 GPa
Biaxial modulus (001): 192.9 GPa
Biaxial modulus (111): 247.2 GPa
Normal strain (001): -0.528 percent
Normal strain (111): -0.417 percent
Film stress (001): 0.891 GPa
Film stress (111): 1.14 GPa
Energy density (001): 4.12 MJ/m3
Energy density (111): 5.28 MJ/m3
Strain energy (001): 98 J/mol
Strain energy (111): 126 J/mol
Strain energy (001), converted: 1.02 meV per NiSi2
Strain energy (111), converted: 1.3 meV per NiSi2
Driving force (input): 1000 J/mol
Share of driving force (001): 9.8 percent
Share of driving force (111): 12.6 percent
Net driving force (001): 902 J/mol
Net driving force (111): 874 J/mol
Cancelling strain (001): 1.48 percent
Cancelling strain (111): 1.3 percent
Energy if clamped in three directions: 343 J/mol
Si expansion coefficient (rough input): 4 1e-6/K
NiSi2 expansion coefficient (rough input): 12 1e-6/K
Room temperature (input): 300 K
Temperature of zero mismatch: 879 K
Hot temperature (input): 1000 K
Film strain when hot: -0.096 percent
Strain energy (001) when hot: 4.2 J/mol
Strain energy (111) when hot: 5.4 J/mol
Burgers vector length: 0.384 nm
Critical thickness (001), rough: 23 nm
Thick film (input): 100 nm
Misfit relaxed in thick film: 71 percent
Strain plus dislocation energy, thick film: 49 J/mol
Film thickness (input): 10 nm
Excess interface energy (rough input): 0.5 J/m2
Interface cost at film thickness: 1.19e+03 J/mol
Thickness where interface cost equals driving force: 11.9 nm
Thickness where interface cost equals strain cost (001): 121 nm
Pressure derivative of bulk modulus (rough input): 4 (no unit)
Anharmonic change, clamped film: -1.4 percent
Wafer thickness (input): 0.7 mm
Energy lost to wafer compliance: 0.0057 percent
```
